# On-shell Fröhlich polaron: energy shift and effective mass

## Problem

An electron of band mass $m$ moves in an otherwise empty parabolic band of a polar crystal at zero temperature. It couples to longitudinal optical phonons, all of the same angular frequency $\omega$. The crystal is treated as a continuum of volume $\Omega$. The Hamiltonian is

$$H=\frac{p^2}{2m}+\sum_{\mathbf q}\hbar\omega\,a^\dagger_{\mathbf q}a_{\mathbf q}+\sum_{\mathbf q}\left(V_q\,a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+V_q^*\,a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right),$$

$$|V_q|^2=(\hbar\omega)^2\,\frac{4\pi\alpha\,l}{\Omega q^2},\qquad l=\sqrt{\frac{\hbar}{2m\omega}} .$$

The number $\alpha$ measures the coupling strength, and $l$ is the polaron length.

(a) Relate $\alpha$ to the static and high-frequency dielectric constants $\varepsilon_s$ and $\varepsilon_\infty$.

(b) From the lowest-order self-energy, find the shift of the band bottom and the effective mass.

(c) Evaluate both for $m=0.10\,m_e$, $\hbar\omega=30$ meV, $\varepsilon_\infty=5$, $\varepsilon_s=8$. These are round model parameters. State how far the results can be trusted.

From here until the numerical example, the units are $\hbar=\omega=2m=1$. Energies are then in units of $\hbar\omega$, lengths in units of $l$, and wave numbers in units of $k_0=1/l$. The bare band is $\varepsilon_k=k^2$, and $|V_q|^2=4\pi\alpha/(\Omega q^2)$.

## A tempting solution

The lowest-order diagram describes an electron that emits a phonon and later reabsorbs it. Its value, derived further below, is

$$\Sigma(k,E)=\sum_{\mathbf q}\frac{|V_q|^2}{E-\varepsilon_{\mathbf k-\mathbf q}-1+i0}. \qquad (1)$$

The question concerns the bottom of the band, where the bare energy is zero. It therefore seems natural to set $E=0$ and expand in $k$.

Replace $\sum_{\mathbf q}$ by $\Omega\int d^3q/(2\pi)^3$, and let $u$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. Then $d^3q=2\pi q^2\,dq\,du$, and the factor $q^2$ cancels the $1/q^2$ of the coupling. The prefactor is $4\pi\alpha\cdot2\pi/(2\pi)^3=\alpha/\pi$, so

$$\Sigma(k,0)=-\frac{\alpha}{\pi}\int_0^\infty dq\int_{-1}^{1}du\,\frac{1}{q^2+1+k^2-2kqu}.$$

With $A=q^2+1$, the integrand to order $k^2$ is

$$\frac1A-\frac{k^2-2kqu}{A^2}+\frac{4k^2q^2u^2}{A^3}.$$

The $u$ integrals of $1$, $u$ and $u^2$ are $2$, $0$ and $2/3$. The substitution $q=\tan\theta$ gives the $q$ integrals

$$\int_0^\infty\frac{dq}{A}=\frac{\pi}{2},\qquad \int_0^\infty\frac{dq}{A^2}=\int_0^{\pi/2}\cos^2\theta\,d\theta=\frac{\pi}{4},$$

$$\int_0^\infty\frac{q^2dq}{A^3}=\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=\frac{\pi}{16}.$$

Hence

$$\Sigma(k,0)=-\frac{\alpha}{\pi}\left[\pi-\frac{\pi}{2}k^2+\frac{\pi}{6}k^2\right]=-\alpha+\frac{\alpha}{2}k^2-\frac{\alpha}{6}k^2=-\alpha+\frac{\alpha}{3}k^2. \qquad (2)$$

Adding this to the bare energy gives $E(k)=-\alpha+k^2(1+\alpha/3)$. The mass would be $m/(1+\alpha/3)$, so the electron would become lighter by dragging a lattice distortion along.

## The fault

The integrals are right, but the energy argument is not. The quasiparticle energy is the pole of the Green's function, and it satisfies

$$E=k^2+\Sigma(k,E). \qquad (3)$$

An electron of wave number $k$ has energy $k^2$ to lowest order, not zero. Since $\Sigma$ depends on $E$, setting $E=0$ drops the term $k^2\,\partial\Sigma/\partial E$. This is of order $\alpha k^2$, the same order as the term that was kept.

The energy denominators show the same thing. Emission of a phonon takes the electron from energy $k^2$ to $(\mathbf k-\mathbf q)^2=k^2-2kqu+q^2$ and costs one phonon energy. The energy difference is

$$(\mathbf k-\mathbf q)^2+1-k^2=q^2-2kqu+1 .$$

The term $k^2$ cancels. The tempting solution kept it in the intermediate state and left it out of the initial state. In equation (2) this uncancelled $k^2$ produced the contribution $+\alpha k^2/2$. Without it, $-\alpha k^2/6$ remains, and the sign of the mass change is reversed.

## Solution

### The coupling constant

Place electrons at fixed positions $\mathbf r_j$ and let $S_{\mathbf q}=\sum_je^{i\mathbf q\cdot\mathbf r_j}$. In ordinary units, the part of the Hamiltonian belonging to one mode can be completed to a square:

$$\hbar\omega a^\dagger a+V_qS a+V_q^*S^*a^\dagger=\hbar\omega\left(a^\dagger+\frac{V_qS}{\hbar\omega}\right)\left(a+\frac{V_q^*S^*}{\hbar\omega}\right)-\frac{|V_q|^2|S|^2}{\hbar\omega}.$$

The shifted operators obey the same commutation rule as $a$ and $a^\dagger$, so the lowest value of the first term is zero. For two electrons at separation $\mathbf r$, $|S|^2=2+2\cos\mathbf q\cdot\mathbf r$. The part that depends on the separation is

$$U(\mathbf r)=-\sum_{\mathbf q}\frac{2|V_q|^2}{\hbar\omega}\cos\mathbf q\cdot\mathbf r .$$

This must equal the lattice contribution to the screened repulsion. With the full static response the repulsion is $e^2/(4\pi\varepsilon_0\varepsilon_sr)$. With the electronic response alone it is $e^2/(4\pi\varepsilon_0\varepsilon_\infty r)$. The lattice supplies the difference. Since $1/(4\pi r)$ has the Fourier transform $1/q^2$,

$$U(\mathbf r)=-\frac{e^2}{4\pi\varepsilon_0r}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)=-\sum_{\mathbf q}\frac{e^2}{\varepsilon_0\Omega q^2}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)\cos\mathbf q\cdot\mathbf r .$$

Comparing the two sums term by term gives

$$|V_q|^2=\frac{\hbar\omega\,e^2}{2\varepsilon_0\Omega q^2}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right).$$

Setting this equal to $(\hbar\omega)^2\,4\pi\alpha l/(\Omega q^2)$ answers part (a):

$$\alpha=\frac{e^2}{8\pi\varepsilon_0\,l\,\hbar\omega}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right). \qquad (4)$$

### The diagram

Return to $\hbar=\omega=2m=1$ and write the interaction as $\sum_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}\phi_{\mathbf q}$ with $\phi_{\mathbf q}=V_qa_{\mathbf q}+V_q^*a^\dagger_{-\mathbf q}$. Define the time-ordered functions

$$G(k,t)=-i\langle Tc_{\mathbf k}(t)c^\dagger_{\mathbf k}(0)\rangle,\qquad |V_q|^2D(t)=-i\langle T\phi_{\mathbf q}(t)\phi^\dagger_{\mathbf q}(0)\rangle .$$

The second-order term of $G$ contains the following factors:

- The definition of $G$ gives $-i$.
- The two interactions give $(-i)^2/2!$. The $1/2!$ is cancelled by the two equivalent ways of labelling the interaction times.
- The three electron contractions give $(iG_0)^3$, and the phonon contraction gives $i|V_q|^2D$.

The electron operators already stand in the order $cc^\dagger\,cc^\dagger\,cc^\dagger$, so no further sign appears. Diagrams with a closed electron loop vanish because the band is empty. The total numerical factor is $(-i)(-1)(i^4)=i$. Removing the two outer propagators leaves

$$\Sigma(k,t)=i\sum_{\mathbf q}|V_q|^2D(t)\,G_0(\mathbf k-\mathbf q,t).$$

In an empty band an electron can propagate only after it has been created, so $G_0(\mathbf k,t)=-i\theta(t)e^{-i\varepsilon_kt}$. For $t>0$ at zero temperature, $D(t)=-ie^{-it}$. Using $i(-i)(-i)=-i$,

$$\Sigma(k,t)=-i\theta(t)\sum_{\mathbf q}|V_q|^2e^{-i(\varepsilon_{\mathbf k-\mathbf q}+1)t}.$$

The Fourier transform $\int dt\,e^{iEt}$ converges with a small positive imaginary part added to $E$. It turns $-i\theta(t)e^{-ixt}$ into $1/(E-x+i0)$, which gives equation (1).

### The momentum integral

For general $E<1$, the angular and radial variables used before give

$$\Sigma(k,E)=-\frac\alpha\pi\int_0^\infty dq\int_{-1}^1du\,\frac{1}{q^2-2kqu+k^2+1-E}.$$

The integrand depends on $q^2$ and on the product $qu$, so it is unchanged when $q$ and $u$ both change sign. The region $u<0$, $q>0$ can therefore be mapped onto $u>0$, $q<0$. The integral then runs over $0<u<1$ and all real $q$. Completing the square,

$$q^2-2kqu+k^2+1-E=(q-ku)^2+b^2,\qquad b^2=1-E+k^2-k^2u^2 .$$

For $E<1$ and $0<u<1$, $b^2$ is positive. Since $\int_{-\infty}^\infty dq/[(q-ku)^2+b^2]=\pi/b$,

$$\Sigma(k,E)=-\alpha\int_0^1\frac{du}{\sqrt{1-E+k^2-k^2u^2}}=-\frac{\alpha}{k}\arcsin\frac{k}{\sqrt{1-E+k^2}}. \qquad (5)$$

### Going on shell

To first order in $\alpha$, equation (3) has a simple solution. Its root differs from $k^2$ by an amount of order $\alpha$. Expanding the self-energy about $E=k^2$,

$$\Sigma(k,E)=\Sigma(k,k^2)+(E-k^2)\frac{\partial\Sigma}{\partial E}+\dots$$

In the second term both factors are of order $\alpha$, so the term is of order $\alpha^2$. The first-order energy is therefore $k^2+\Sigma(k,k^2)$, with the self-energy taken on shell. With $E=k^2$ the square root in equation (5) becomes $\sqrt{1-k^2u^2}$, and for $k<1$

$$\Sigma(k,k^2)=-\alpha\int_0^1\frac{du}{\sqrt{1-k^2u^2}}=-\alpha\,\frac{\arcsin k}{k}. \qquad (6)$$

Expanding the integrand as $1+\tfrac12k^2u^2+\tfrac38k^4u^4+\dots$ and integrating term by term gives

$$\Sigma(k,k^2)=-\alpha\left(1+\frac{k^2}{6}+\frac{3k^4}{40}+\dots\right).$$

Hence $E(k)=-\alpha+k^2(1-\alpha/6)$ up to terms of order $\alpha k^4$. In ordinary units,

$$E(k)=-\alpha\hbar\omega+\frac{\hbar^2k^2}{2m}\left(1-\frac\alpha6\right),\qquad m^*=\frac{m}{1-\alpha/6}. \qquad (7)$$

The mass follows from matching the quadratic term to $\hbar^2k^2/2m^*$. This answers part (b).

### Meaning of the two results

The shift is negative because each virtual emission leads to a state of higher energy, and coupling to higher states lowers the energy in second order.

The mass increases for a reason visible in the denominators. Combine the phonons $\mathbf q$ and $-\mathbf q$, with $A=q^2+1$ and $x=2kqu$. For $k<1$ one has $|x|\le2kq<q^2+1=A$, so both denominators are positive and

$$\frac1{A-x}+\frac1{A+x}=\frac{2A}{A^2-x^2}\ge\frac2A .$$

Motion makes emission in the forward direction cheaper and emission in the backward direction dearer, and the gain outweighs the loss. An electron moving with $k<1$ is therefore lowered more than one at rest. The band becomes flatter and the mass larger.

The phonon cloud can be counted as well. In the first-order state, the probability of finding phonon $\mathbf q$ is $|V_q|^2/(E-\varepsilon_{\mathbf k-\mathbf q}-1)^2$. By equation (1), the sum over $\mathbf q$ is $-\partial\Sigma/\partial E$. At $k=0$ equation (5) reduces to $\Sigma(0,E)=-\alpha/\sqrt{1-E}$, whose derivative at $E=0$ is $-\alpha/2$. The cloud thus contains $\alpha/2$ phonons to first order.

## Numerical values

The dielectric contrast is $1/5-1/8=0.075$. The given mass and phonon energy yield $l=3.56$ nm and $k_0=0.281$ nm$^{-1}$. Equation (4) then gives $\alpha=0.505$. The shift is

$$-\alpha\hbar\omega=-0.5051\times30.0\ \text{meV}=-15.15\ \text{meV}.$$

For the mass, $\alpha/6=0.0842$ and

$$\frac{m^*}{m}=\frac1{1-0.0842}=1.092,\qquad m^*=0.109\,m_e .$$

The cloud holds $0.5051/2\approx0.25$ phonons.

The next table compares the on-shell energy $k^2+\Sigma(k,k^2)$ with the parabola of equation (7), both in units of $\hbar\omega$.

| $k/k_0$ | on shell | parabola |
|---|---|---|
| 0.0 | −0.5051 | −0.5051 |
| 0.2 | −0.4685 | −0.4684 |
| 0.4 | −0.3596 | −0.3585 |
| 0.6 | −0.1817 | −0.1754 |
| 0.8 | 0.0546 | 0.0810 |

At $k=0.4k_0$ the two differ by $0.001\,\hbar\omega$, and at $0.8k_0$ by $0.026\,\hbar\omega$. The on-shell energy lies lower because the omitted terms of the series for $\Sigma$ are all negative.

## How far the results hold

**Coupling strength.** Equation (7) is controlled to first order in $\alpha$. Expanding the mass,

$$\frac{1}{1-\alpha/6}=1+\frac\alpha6+\frac{\alpha^2}{36}+\dots$$

The term $\alpha^2/36$ is not a second-order result. States with two phonons also enter the energy at order $\alpha^2$, since reaching such a state and returning takes four interactions. To the accuracy of the calculation, $m/(1-\alpha/6)$ and $m(1+\alpha/6)$ are equivalent. In the example they give $1.092\,m$ and $1.084\,m$. The divergence at $\alpha=6$ lies outside the range of the expansion and has no physical meaning.

**Solving the pole equation in full.** It may seem better to insert equation (5) into equation (3) and solve for $E$ without expanding. At $k=0$ this means

$$E=-\frac{\alpha}{\sqrt{1-E}}=-\alpha\left(1+\frac E2+\dots\right)=-\alpha+\frac{\alpha^2}2+\dots$$

For the mass, let $\kappa=\sqrt{1-E}$. The arcsine in equation (5) equals $\arctan(k/\kappa)$, because a right triangle with legs $k$ and $\kappa$ has hypotenuse $\sqrt{k^2+\kappa^2}$. For small $k$, therefore, $\Sigma\approx-\alpha/\kappa+\alpha k^2/(3\kappa^3)$. Let $E'$ be the derivative of $E$ with respect to $k^2$ at $k=0$. Since $\partial(-\alpha/\kappa)/\partial E=-\alpha/(2\kappa^3)$, equation (3) gives

$$E'=1+\frac{\alpha}{3\kappa^3}-\frac{\alpha}{2\kappa^3}E',\qquad \frac{m^*}{m}=\frac1{E'}=\frac{1+\alpha/(2\kappa^3)}{1+\alpha/(3\kappa^3)} .$$

To first order this is $1+\alpha/2-\alpha/3=1+\alpha/6$, in agreement with equation (7). For the example, a numerical root search gives $E=-0.423\,\hbar\omega=-12.70$ meV, and the mass formula then gives $m^*=1.045\,m$.

These values are not an improvement. They contain some terms of order $\alpha^2$ and lack others, such as the diagram in which the electron emits and reabsorbs a second phonon while the first is still present. The distance of 2.45 meV from the on-shell shift sums terms of order $\alpha^2$ and higher (the term $\alpha^2\hbar\omega/2$ alone is about 3.8 meV). It is not an error bound, and it overstates the error of the on-shell shift. The two omitted two-phonon diagrams (one phonon line nested inside the other, and the two lines crossed) contribute together about $-0.516\,\alpha^2\hbar\omega$ at $k=0$, a value quoted here without derivation. They cancel the term $+\alpha^2\hbar\omega/2$ almost completely. The full second-order term is about $-0.016\,\alpha^2\hbar\omega$, or $-0.12$ meV in the example, so the on-shell shift is the better value.

**Wave number.** The smallest denominator on shell occurs for $\mathbf q=\mathbf k$ and equals $1-k^2$. It vanishes at $k=k_0$, where the electron has just enough energy to emit a real phonon and come to rest. The slope of $\arcsin k$ diverges there, so the first-order energy turns downward just below $k_0$, and the expansion in $\alpha$ fails. Above $k_0$ the denominators pass through zero, and the self-energy acquires an imaginary part that describes decay. The effective mass describes the region well below $k_0$.

**Continuum.** The integral runs over all $q$, although a crystal has a largest phonon wave number. With a cutoff $q_c$, the shift at $k=0$ becomes

$$-\frac{2\alpha}{\pi}\int_0^{q_cl}\frac{dx}{x^2+1}=-\alpha\,\frac2\pi\arctan(q_cl),\qquad x=ql .$$

For a model lattice constant $a=0.60$ nm and $q_c=\pi/a$, $q_cl=18.7$ and the fraction kept is 0.966. The cutoff removes about 3% of the shift, or 0.5 meV. The continuum description is adequate here because the polaron length is several times the lattice constant. It becomes poor when the two lengths are comparable.

**Band shape.** The same integral uses the parabolic band for all intermediate states, up to $(q_cl)^2\hbar\omega\approx10$ eV at the cutoff, far beyond the range in which a real band is parabolic. States more than 1 eV above the band bottom have $ql>5.8$ and supply the fraction $1-\frac2\pi\arctan 5.8\approx0.11$ of the shift, about 1.6 meV. This is more than the cutoff and second-order corrections, so for a real crystal the shift is uncertain at the level of about 1 meV through the band shape alone.
